# Why a Semimetal Contact Weakens Fermi-Level Pinning in MoS2, and When: a numerical check

```python
"""
Result under test: a low contact density of states (DOS) at the Fermi level
removes metal-induced gap states there, but Fermi-level pinning follows the
static charge response chi = -dN/dphi, an average of the contact DOS over an
energy range set by the distance to the band edges.  S = 1/(1 + U chi).

Energies in eV from the contact Fermi level, lengths in nm.
phi   electron barrier; phi0 its value without charge transfer
N     excess electrons per area on the semiconductor layer
gamma level broadening 2 pi t^2 rho for the full contact DOS
r0, w relative DOS at the Fermi level and half-width of the DOS dip
U     potential energy step per transferred electron per area
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

GAP, BAND, HALF = 2.0, 1.0, 6.0   # gap, band widths, contact half-width
MASS, VALLEYS, DELTA = 0.5, 2, 0.25
g2d = (VALLEYS * MASS * sc.m_e / (np.pi * sc.hbar**2)) * sc.e * 1e-18
step = sc.e / sc.epsilon_0 * 1e9  # V nm
U = step * DELTA
TO_CM = 1e14                      # nm^-2 to cm^-2

nodes, weights = np.polynomial.legendre.leggauss(500)
u = 0.5 * (nodes + 1)
freq = u / (1 - u)
dfreq = 0.5 * weights / (1 - u)**2


def relative_dos(x, r0, w):
    return r0 + (1 - r0) * x**2 / (x**2 + w**2)


def charge(phi, contact, gap=GAP, half=HALF):
    """All orders in the coupling, each Bloch state with its own bath."""
    gamma, r0, w = contact
    full = np.arctan(half / freq)
    dip = freq * w**2 / (freq**2 - w**2) * (
        np.arctan(half / w) / w - full / freq)
    y2 = (freq + gamma / np.pi * (full - (1 - r0) * dip))**2
    hole = gap - phi
    logs = (np.log((y2 + phi**2) / (y2 + (phi + BAND)**2))
            + np.log((y2 + (hole + BAND)**2) / (y2 + hole**2)))
    return g2d / (2 * np.pi) * np.sum(dfreq * logs)


def response(phi, contact, gap=GAP, half=HALF):
    h = 1e-4
    return -(charge(phi + h, contact, gap, half)
             - charge(phi - h, contact, gap, half)) / (2 * h)


def weak_response(phi, contact, g=g2d, start=0.0):
    """Second order in the coupling; contact states with |E| > start."""
    gamma, r0, w = contact

    def integrand(x):
        a, b = phi + x, GAP - phi + x
        kernel = 1/a**2 - 1/(a + BAND)**2 + 1/b**2 - 1/(b + BAND)**2
        return relative_dos(x, r0, w) * kernel
    cuts = [start, start + 0.1, start + 1.0, HALF]
    total = sum(quad(integrand, p, q, limit=200)[0]
                for p, q in zip(cuts[:-1], cuts[1:]))
    return g * gamma / (2 * np.pi) * total


def tail_sum(energy, phi, g):
    a, b = phi - energy, energy - phi + GAP
    return g * (1/a - 1/(a + BAND) + 1/b - 1/(b + BAND))


def gap_dos(phi, contact):
    """Semiconductor DOS at the Fermi level: sum of Lorentzians."""
    s = contact[0] * contact[1] / 2

    def lorentz(e):
        return s / np.pi / (e**2 + s**2)
    return g2d * (quad(lorentz, phi, phi + BAND)[0]
                  + quad(lorentz, GAP - phi, GAP - phi + BAND)[0])


def barrier(phi0, contact, coupling=U, gap=GAP):
    return brentq(lambda p: p - phi0 - coupling * charge(p, contact, gap),
                  1e-3, gap - 1e-3, xtol=1e-13)


def slope(phi, contact, coupling=U, gap=GAP, extra=0.0):
    return 1 / (1 + coupling * (response(phi, contact, gap) + extra))


def contact_levels(spacing, r0, w):
    """Explicit levels whose local density is relative_dos / spacing."""
    x = np.linspace(0, HALF, 200001)
    count = (x - (1 - r0) * w * np.arctan(x / w)) / spacing
    pos = np.interp(np.arange(int(count[-1])) + 0.5, count, x)
    return np.concatenate([-pos[::-1], pos])


def dip_loss(a):
    """Loss of response for a complete dip; a = band-edge distance / w."""
    q = 1 + a**2
    return a * (-2*a*np.log(a)/q**2 + 1/(a*q) + np.pi*(a**2 - 1)/(2*q**2))


GAMMA, R0, WIDE, NARROW = 0.2, 0.05, 0.5, 0.03
contacts = {"metal": (GAMMA, 1.0, WIDE),
            "semimetal": (GAMMA, R0, WIDE),
            "narrow dip": (GAMMA, R0, NARROW)}

# Diagonalization: shared contact levels, equal |t|, random signs.
rng = np.random.default_rng(4)
spacing, per_band, phi_test, weak = 0.015, 20, 0.5, 0.01
offsets = (np.arange(per_band) + 0.5) * BAND / per_band
worst_response = worst_tail = 0.0
for gamma, r0, w in contacts.values():
    levels = contact_levels(spacing, r0, w)
    t = np.sqrt(weak * spacing / (2 * np.pi))
    mix = t * rng.choice([-1.0, 1.0], size=(2 * per_band, levels.size))
    found = []
    for phi in (phi_test - 0.01, phi_test + 0.01):
        layer = np.concatenate([phi - GAP - offsets, phi + offsets])
        ham = np.diag(np.concatenate([layer, levels]))
        ham[:2*per_band, 2*per_band:] = mix
        ham[2*per_band:, :2*per_band] = mix.T
        val, vec = np.linalg.eigh(ham)
        share = np.sum(vec[:2*per_band]**2, axis=0)
        found.append(np.sum(share[val < 0]) - per_band)
    chi_matrix = -(found[1] - found[0]) / 0.02
    chi_formula = weak_response(phi_test, (weak, r0, w), per_band / BAND)
    worst_response = max(worst_response, abs(chi_matrix/chi_formula - 1))
    near = np.abs(val) < 0.3
    expected = t**2 * tail_sum(val[near], phi, per_band / BAND)
    worst_tail = max(worst_tail, abs(np.mean(share[near]/expected) - 1))
# Discrete levels and fourth-order terms limit both comparisons.
assert worst_response < 0.03
assert worst_tail < 0.03

# Strong coupling: occupations by diagonalization, one bath per state.
gl_x, gl_w = np.polynomial.legendre.leggauss(5)
levels = contact_levels(spacing, R0, WIDE)
t = np.sqrt(GAMMA * spacing / (2 * np.pi))
matrix_charge = -g2d * BAND
for bottom in (0.4, 0.4 - GAP - BAND):
    for x, wt in zip(gl_x, gl_w):
        ham = np.diag(np.append(bottom + BAND * (x + 1) / 2, levels))
        ham[0, 1:] = ham[1:, 0] = t
        val, vec = np.linalg.eigh(ham)
        matrix_charge += (g2d * BAND * wt / 2
                          * np.sum(vec[0, val < 0]**2))
charge_error = abs(matrix_charge / charge(0.4, contacts["semimetal"]) - 1)
assert charge_error < 0.02        # finite spacing of contact levels

# Flat wide contact band: response equals the gap DOS at all orders.
flat = response(0.4, contacts["metal"], half=600.0)
assert abs(flat / gap_dos(0.4, contacts["metal"]) - 1) < 2e-3

# Weak-coupling limit of the all-order charge.
for gamma, r0, w in contacts.values():
    c = (1e-4, r0, w)
    assert abs(response(0.4, c) / weak_response(0.4, c) - 1) < 0.01

# Closed form of the dip rule.
for a in (0.2, 1.0, 5.0):
    direct = quad(lambda x: a / ((x*x + 1) * (x + a)**2), 0, np.inf)[0]
    assert abs(direct - dip_loss(a)) < 1e-7

# Pinning factor from neighbouring self-consistent solutions.
PHI0 = 0.2
for c in contacts.values():
    direct = (barrier(PHI0 + 1e-3, c) - barrier(PHI0 - 1e-3, c)) / 2e-3
    assert abs(direct - slope(barrier(PHI0, c), c)) < 1e-3

print(f"gap {GAP} eV, band widths {BAND} eV, mass {MASS} m_e")
print(f"contact half-bandwidth {HALF} eV, separation {DELTA} nm")
print(f"broadening {GAMMA} eV, DOS ratio at Fermi level {R0}")
print(f"dip half-widths: semimetal {WIDE}, narrow {NARROW} eV")
print(f"2D band DOS {g2d*TO_CM:.3e} /(eV cm2)")
print(f"U {U:.3f} eV nm2; neutral barrier {GAP/2:.2f} eV")
print(f"matrix test, response: worst error {100*worst_response:.2f} %")
print(f"matrix test, tails: worst error {100*worst_tail:.2f} %")
print(f"matrix test, strong coupling: error {100*charge_error:.2f} %")
for a in (0.2, 1.0, 5.0):
    print(f"dip loss J at distance/width {a}: {dip_loss(a):.3f}")

print("At the same barrier, 0.40 eV:")
dos, chi = {}, {}
for name, c in contacts.items():
    dos[name], chi[name] = gap_dos(0.4, c), response(0.4, c)
    far = weak_response(0.4, c, start=0.1) / weak_response(0.4, c)
    print(f" {name}: gap DOS {dos[name]*TO_CM:.2e} /(eV cm2)")
    print(f"  response {chi[name]*TO_CM:.2e} /(eV cm2),"
          f" S {slope(0.4, c):.3f}")
    print(f"  second-order/full response"
          f" {weak_response(0.4, c)/chi[name]:.3f}")
    print(f"  second-order part from beyond 0.1 eV: {far:.3f}")
for name in ("semimetal", "narrow dip"):
    print(f" {name}/metal: gap DOS {dos[name]/dos['metal']:.3f},"
          f" response {chi[name]/chi['metal']:.3f}")
assert abs(dos["semimetal"] / dos["metal"] / R0 - 1) < 0.1
assert 5 * R0 < chi["semimetal"] / chi["metal"] < 0.8
assert chi["narrow dip"] / chi["metal"] > 0.8

result = {}
for start in (PHI0, 0.6):
    print(f"Self-consistent, Schottky-Mott barrier {start} eV:")
    for name, c in contacts.items():
        p = barrier(start, c)
        result[start, name] = p
        print(f" {name}: barrier {p:.3f} eV, rise {p-start:.3f} eV,"
              f" S {slope(p, c):.3f}")
rise = {n: result[PHI0, n] - PHI0 for n in contacts}
assert rise["semimetal"] < 0.8 * rise["metal"]
assert rise["narrow dip"] > 0.85 * rise["metal"]

semi = contacts["semimetal"]
phi_s = result[PHI0, "semimetal"]
same = brentq(lambda x: barrier(PHI0, (x, 1.0, WIDE)) - phi_s, 0.005, GAMMA)
print(f"flat metal with the semimetal's barrier: broadening {same:.3f} eV")

print("Neglected effects, semimetal, Schottky-Mott barrier 0.2 eV:")
n_s = charge(phi_s, semi)
print(f" transferred charge {n_s*TO_CM:.2e} /cm2,"
      f" field {step*n_s*10:.1f} MV/cm")
eps_r, carriers, fermi = 100.0, 3e17, 0.03
bulk_dos = 2 * 1.5 * carriers / fermi * 1e-21
screen = np.sqrt(eps_r / (step * bulk_dos))
u_screen = step * (DELTA + screen / eps_r)
p = barrier(PHI0, semi, u_screen)
print(f" rough inputs: permittivity {eps_r:.0f}, {carriers:.0e} /cm3"
      f" per carrier type, {fermi} eV")
print(f" screening length {screen:.1f} nm, added length"
      f" {screen/eps_r:.3f} nm")
print(f"  barrier {p:.3f} eV, S {slope(p, semi, u_screen):.3f}")
kt = sc.k * 300 / sc.e
n_th = g2d * kt * np.log1p(np.exp(-phi_s / kt))
chi_th = g2d / (np.exp(phi_s / kt) + 1)
print(f" 300 K electrons {n_th*TO_CM:.2e} /cm2,"
      f" response {chi_th*TO_CM:.2e} /(eV cm2)")
defects = 1e13
print(f" defect DOS {defects:.0e} /(eV cm2): S at same barrier"
      f" {slope(phi_s, semi, extra=defects/TO_CM):.3f}")
for w in (0.3, 1.0):
    c = (GAMMA, R0, w)
    p = barrier(PHI0, c)
    print(f" dip half-width {w} eV: barrier {p:.3f} eV, S {slope(p, c):.3f}")
p = barrier(PHI0, semi, gap=2.3)
print(f" gap 2.3 eV: barrier {p:.3f} eV, S {slope(p, semi, gap=2.3):.3f}")
print(f" degenerate layer: S {1/(1 + U*g2d):.3f}")
print("checks complete")
```

Output:

```
gap 2.0 eV, band widths 1.0 eV, mass 0.5 m_e
contact half-bandwidth 6.0 eV, separation 0.25 nm
broadening 0.2 eV, DOS ratio at Fermi level 0.05
dip half-widths: semimetal 0.5, narrow 0.03 eV
2D band DOS 4.177e+14 /(eV cm2)
U 4.524 eV nm2; neutral barrier 1.00 eV
matrix test, response: worst error 0.68 %
matrix test, tails: worst error 0.17 %
matrix test, strong coupling: error 0.31 %
dip loss J at distance/width 0.2: 0.802
dip loss J at distance/width 1.0: 0.500
dip loss J at distance/width 5.0: 0.198
At the same barrier, 0.40 eV:
 metal: gap DOS 2.63e+13 /(eV cm2)
  response 2.61e+13 /(eV cm2), S 0.459
  second-order/full response 1.015
  second-order part from beyond 0.1 eV: 0.761
 semimetal: gap DOS 1.35e+12 /(eV cm2)
  response 1.01e+13 /(eV cm2), S 0.687
  second-order/full response 1.055
  second-order part from beyond 0.1 eV: 0.964
 narrow dip: gap DOS 1.35e+12 /(eV cm2)
  response 2.25e+13 /(eV cm2), S 0.496
  second-order/full response 1.052
  second-order part from beyond 0.1 eV: 0.840
 semimetal/metal: gap DOS 0.051, response 0.386
 narrow dip/metal: gap DOS 0.051, response 0.863
Self-consistent, Schottky-Mott barrier 0.2 eV:
 metal: barrier 0.523 eV, rise 0.323 eV, S 0.528
 semimetal: barrier 0.404 eV, rise 0.204 eV, S 0.689
 narrow dip: barrier 0.507 eV, rise 0.307 eV, S 0.550
Self-consistent, Schottky-Mott barrier 0.6 eV:
 metal: barrier 0.751 eV, rise 0.151 eV, S 0.605
 semimetal: barrier 0.694 eV, rise 0.094 eV, S 0.752
 narrow dip: barrier 0.743 eV, rise 0.143 eV, S 0.625
flat metal with the semimetal's barrier: broadening 0.092 eV
Neglected effects, semimetal, Schottky-Mott barrier 0.2 eV:
 transferred charge 4.52e+12 /cm2, field 8.2 MV/cm
 rough inputs: permittivity 100, 3e+17 /cm3 per carrier type, 0.03 eV
 screening length 13.6 nm, added length 0.136 nm
  barrier 0.471 eV, S 0.612
 300 K electrons 1.73e+06 /cm2, response 6.69e+07 /(eV cm2)
 defect DOS 1e+13 /(eV cm2): S at same barrier 0.525
 dip half-width 0.3 eV: barrier 0.436 eV, S 0.646
 dip half-width 1.0 eV: barrier 0.355 eV, S 0.756
 gap 2.3 eV: barrier 0.420 eV, S 0.702
 degenerate layer: S 0.050
checks complete
```
